# Why Four-Probe Spacing Separates Surface from Bulk Conduction: verification in Python

```python
"""
Collinear equidistant four-probe resistance R = V(inner pair)/I(outer pair).
Results under test:
  sheet of sheet conductance g:       R = ln(2)/(pi g), independent of spacing s
  half-space of conductivity sigma:   R = 1/(2 pi sigma s)
  sheet in ohmic contact with half-space, L = g/sigma, F = Struve H0 - Neumann Y0:
                                      R = [F(s/L) - F(2s/L)]/(2 g)
Extension: bulk thickness h and specific interface resistance rc (ohm m^2).
Independent checks: a resistor network and a finite-volume solution of
current conservation. SI units inside the worked example.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import fsolve
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import j0, y0, y1, struve

pi, ln2 = np.pi, np.log(2.0)


def source_function(x):
    return struve(0, x) - y0(x)


def coupled_resistance(g, sigma, s):
    x = s * sigma / g
    return (source_function(x) - source_function(2 * x)) / (2 * g)


def sheet_current_fraction(x):
    return pi * x / 2 * (struve(1, x) - y1(x) - 2 / pi)


# Quadrature nodes in x = k s: geometric panels, then uniform panels
panels = np.concatenate([np.geomspace(1e-9, 1, 61), np.arange(2.0, 3002.0)])
gauss_x, gauss_w = np.polynomial.legendre.leggauss(8)
half_width = np.diff(panels) / 2
middle = (panels[1:] + panels[:-1]) / 2
XQ = (middle[:, None] + half_width[:, None] * gauss_x).ravel()
WQ = (half_width[:, None] * gauss_w).ravel()
PROBE_FACTOR = (j0(XQ) - j0(2 * XQ)) / XQ


def layered_resistance(g, sigma, s, h, rc):
    """The pure-sheet part is separated so that the integral converges fast."""
    k = XQ / s
    admittance = 1 / (rc + 1 / (sigma * k * np.tanh(k * h)))
    loss = np.sum(WQ * PROBE_FACTOR * admittance / (g * k**2 + admittance))
    return (ln2 - loss) / (pi * g)


def grounded_laplacian(n, links):
    """Conductance matrix of a network; its last node is held at zero."""
    a = np.concatenate([np.ravel(link[0]) for link in links])
    b = np.concatenate([np.ravel(link[1]) for link in links])
    c = np.concatenate([np.ravel(link[2]) for link in links])
    rows = np.concatenate([a, b, a, b])
    cols = np.concatenate([a, b, b, a])
    vals = np.concatenate([c, c, -c, -c])
    return coo_matrix((vals, (rows, cols)), shape=(n, n)).tocsc()[:-1, :-1]


def solve_network(matrix, current):
    return spsolve(matrix, current, permc_spec="MMD_AT_PLUS_A")


# Sheet law and superposition: square network with four actual probes
side = 301
node = np.arange(side**2).reshape(side, side)
unit = np.ones((side, side - 1))
network = grounded_laplacian(side**2, [
    (node[:, :-1], node[:, 1:], unit), (node[:-1], node[1:], unit.T)])
network_ratio = []
for spacing in (4, 8):
    start = side // 2 - 3 * spacing // 2
    probes = node[side // 2, start + spacing * np.arange(4)]
    current = np.zeros(side**2 - 1)
    current[probes[0]], current[probes[3]] = 1, -1
    volt = solve_network(network, current)
    network_ratio.append((volt[probes[1]] - volt[probes[2]]) * pi / ln2)
# Tolerance: lattice discreteness and the finite square
assert np.allclose(network_ratio, 1, atol=0.015), network_ratio

# Axially symmetric finite volumes around one point source
RADII = 2.0 ** (np.arange(-100, 91) / 10)
LOG_STEP = ln2 / 10


def finite_volume_potential(g, sigma, h, rc, nz):
    nr = len(RADII)
    z = h * (1.1 ** np.arange(nz) - 1) / (1.1 ** (nz - 1) - 1)
    cell_dz = np.diff(np.concatenate([[0], (z[1:] + z[:-1]) / 2, [h]]))
    outer = RADII * np.exp(LOG_STEP / 2)
    area = pi * np.diff(np.concatenate([[0], outer**2]))
    sheet = np.arange(nr)
    bulk = nr + np.arange(nr * nz).reshape(nr, nz)
    ground = nr + nr * nz
    sheet_next = np.append(sheet[1:], ground)
    bulk_next = np.vstack([bulk[1:], np.full((1, nz), ground)])
    links = [
        (sheet, sheet_next, np.full(nr, 2 * pi * g / LOG_STEP)),
        (bulk, bulk_next, np.tile(2 * pi * sigma * cell_dz / LOG_STEP, (nr, 1))),
        (bulk[:, :-1], bulk[:, 1:], sigma * area[:, None] / np.diff(z)),
        (sheet, bulk[:, 0], area / rc)]
    current = np.zeros(ground)
    current[0] = 1
    return solve_network(grounded_laplacian(ground + 1, links), current)[:nr]


test_powers = np.array([-2, 0, 2])
test_s = 2.0 ** test_powers
at_s = 100 + 10 * test_powers


def probe_difference(potential):
    return 2 * (potential[at_s] - potential[at_s + 10])


phi_half = finite_volume_potential(0.0, 1.0, 512.0, 1e-4, 101)
ratio_half = probe_difference(phi_half) * 2 * pi * test_s
assert np.allclose(ratio_half, 1, atol=0.01), ratio_half

phi_coupled = finite_volume_potential(1.0, 1.0, 512.0, 1e-4, 101)
ratio_coupled = probe_difference(phi_coupled) / coupled_resistance(1, 1, test_s)
assert np.allclose(ratio_coupled, 1, atol=0.01), ratio_coupled
fraction_fv = 2 * pi * (phi_coupled[at_s] - phi_coupled[at_s + 1]) / LOG_STEP
fraction_formula = sheet_current_fraction(test_s * np.exp(LOG_STEP / 2))
assert np.allclose(fraction_fv, fraction_formula, rtol=0.02)

phi_layered = finite_volume_potential(1.0, 1.0, 1.0, 2.0, 45)
layered_formula = np.array([layered_resistance(1, 1, s, 1, 2) for s in test_s])
ratio_layered = probe_difference(phi_layered) / layered_formula
assert np.allclose(ratio_layered, 1, atol=0.01), ratio_layered

# Transform integral against the closed form, then the limiting laws
for s in (0.03, 1.0, 100.0):
    assert np.isclose(layered_resistance(1, 1, s, 1e6, 0),
                      coupled_resistance(1, 1, s), rtol=1e-3)
small, large = 1e-4, 100.0
small_slope = (1 - coupled_resistance(1, 1, small) * pi / ln2) / small
large_coeff = (1 - coupled_resistance(1, 1, large) * 2 * pi * large) * large**2
assert np.isclose(small_slope, 1 / ln2, rtol=0.01)
assert np.isclose(large_coeff, 7 / 4, rtol=0.02)
slab_ratio = layered_resistance(1, 1, 200, 1, 0) * pi * 2 / ln2
assert np.isclose(slab_ratio, 1, rtol=2e-3)

# Error of simply adding the two limiting conductances
x_scan = np.geomspace(1e-3, 1e3, 2001)
parallel = 1 / (pi / ln2 + 2 * pi * x_scan)
parallel_error = parallel / coupled_resistance(1, 1, x_scan) - 1
worst = np.argmax(np.abs(parallel_error))

# Worked example: rough typical values for a thin Pb film on a p-type wafer
um, nm = 1e-6, 1e-9
g, sigma, wafer, film = 1e-3, 100.0, 500 * um, 1 * nm
temperature, mobility, mass_ratio, permittivity = 300.0, 0.045, 0.8, 12.0
probe_current, contact_radius = 1e-6, 20 * nm
pb_cell, pb_valence = 0.495 * nm, 4
e, hbar, kB = const.e, const.hbar, const.k
L = g / sigma
kT = kB * temperature / e
mass = mass_ratio * const.m_e
richardson = 4 * pi * e * mass * kB**2 / const.h**3


def barrier_resistance(barrier):
    return kT / (richardson * temperature**2) * np.exp(barrier / kT)


low, high = 0.2, 0.7
rc_low, rc_high = barrier_resistance(low), barrier_resistance(high)
resistance_unit = hbar / e**2
plateau = ln2 / (pi * g)

print("INPUTS (rough typical values)")
print(f"sheet conductance {g*1e3:.2f} mS; bulk conductivity {sigma:.0f} S/m")
print(f"wafer {wafer/um:.0f} um; film {film/nm:.1f} nm; T {temperature:.0f} K")
print(f"hole mobility {mobility*1e4:.0f} cm2/Vs; mass {mass_ratio} m_e; "
      f"rel. permittivity {permittivity:.0f}")
print(f"probe current {probe_current*1e6:.1f} uA; "
      f"contact radius {contact_radius/nm:.0f} nm")
print(f"Pb cubic cell edge {pb_cell/nm:.3f} nm; valence {pb_valence}")
print("TESTS (numerical result / formula)")
print("sheet network, s=4,8 cells:", np.round(network_ratio, 4))
print("half-space, s=0.25,1,4:", np.round(ratio_half, 4))
print("coupled, s/L=0.25,1,4:", np.round(ratio_coupled, 4))
print("interface + slab, s=0.25,1,4:", np.round(ratio_layered, 4))
print(f"small-s slope {small_slope:.4f}; large-s coefficient {large_coeff:.4f}")
print(f"slab plateau ratio at s/h=200: {slab_ratio:.5f}")
print(f"parallel sum: worst error {100*parallel_error[worst]:.2f} % "
      f"at s/L={x_scan[worst]:.2f}")
print("EXAMPLE")
print(f"crossover length L {L/um:.2f} um; sheet plateau {plateau:.2f} ohm")
print("R in ohm: half-space, coupled, then wafer with 0.2 and 0.7 eV barrier")
print("slope = dlnR/dlns of coupled R; frac = sheet current share at r=s")
print("  s/um  half-space  coupled   0.2eV    0.7eV    slope   frac")
for s_um in (0.3, 1, 3, 10, 30, 100, 300, 1000):
    s = s_um * um
    ideal = coupled_resistance(g, sigma, s)
    slope = np.log(coupled_resistance(g, sigma, s * 1.001)
                   / coupled_resistance(g, sigma, s / 1.001)) / (2 * np.log(1.001))
    r_low = layered_resistance(g, sigma, s, wafer, rc_low)
    r_high = layered_resistance(g, sigma, s, wafer, rc_high)
    print(f"{s_um:6.1f} {1/(2*pi*sigma*s):10.3f} {ideal:9.3f} {r_low:8.3f} "
          f"{r_high:8.3f} {slope:8.3f} {sheet_current_fraction(s/L):7.4f}")

# Readings from the fuller model, interpreted with the ideal model
s_short, s_long = 1 * um, 100 * um
reading = np.array([layered_resistance(g, sigma, s, wafer, rc_low)
                    for s in (s_short, s_long)])


def mismatch(logs):
    trial_g, trial_sigma = np.exp(logs)
    model = np.array([coupled_resistance(trial_g, trial_sigma, s)
                      for s in (s_short, s_long)])
    return np.log(model / reading)


g_limit = ln2 / (pi * reading[0])
sigma_limit = 1 / (2 * pi * s_long * reading[1])
fit = fsolve(mismatch, np.log([g_limit, sigma_limit]))
assert np.max(np.abs(mismatch(fit))) < 1e-8
g_fit, sigma_fit = np.exp(fit)
assert abs(g_fit / g - 1) < 0.1 and abs(sigma_fit / sigma - 1) < 0.1
print(f"readings at 1 and 100 um: {reading[0]:.3f}, {reading[1]:.3f} ohm")
print(f"from limiting laws: g {g_limit*1e3:.4f} mS, sigma {sigma_limit:.2f} S/m")
print(f"from coupled law:   g {g_fit*1e3:.4f} mS, sigma {sigma_fit:.2f} S/m")
print(f"resistance unit hbar/e2: {resistance_unit:.2f} ohm")
print(f"plateau {plateau/resistance_unit:.5f} hbar/e2; "
      f"100 um reading {reading[1]/resistance_unit:.6f} hbar/e2")

# Sizes of effects outside the ideal model
holes = sigma / (e * mobility)
band_density = 2 * (2 * pi * mass * kB * temperature / const.h**2) ** 1.5
fermi_gap = kT * np.log(band_density / holes)
eps = permittivity * const.epsilon_0
debye = np.sqrt(eps * kT / (e * holes))
depletion_high = np.sqrt(2 * eps * (high - fermi_gap) / (e * holes))
tunnel_energy = hbar / 2 * np.sqrt(holes / (mass * eps))
kF = (3 * pi**2 * 4 * pb_valence / pb_cell**3) ** (1 / 3)
free_path = 3 * pi**2 * hbar * (g / film) / (e**2 * kF**2)
contact_voltage = probe_current * source_function(contact_radius / L) / (4 * g)
contact_field = probe_current / (2 * pi * g * contact_radius)
print("NEGLECTED EFFECTS")
for barrier, rc in ((low, rc_low), (high, rc_high)):
    print(f"barrier {barrier} eV: rc {rc*1e4:.3e} ohm cm2, "
          f"sqrt(rc g) {np.sqrt(rc*g)/um:.3f} um")
print(f"rc*sigma for 0.2 eV: {rc_low*sigma/um:.4f} um")
print(f"kT {kT:.5f} eV; Fermi level above valence edge {fermi_gap:.4f} eV")
print(f"holes {holes*1e-6:.3e} cm-3; holes/band density {holes/band_density:.2e}")
print(f"Debye length {debye/nm:.1f} nm; "
      f"depletion at 0.7 eV {depletion_high/nm:.0f} nm")
print(f"tunnelling energy E00 {tunnel_energy:.2e} eV")
print(f"Pb film: kF {kF*nm:.2f} 1/nm, mean free path {free_path/nm:.3f} nm, "
      f"product {kF*free_path:.2f}")
print(f"contact edge: voltage {contact_voltage*1e3:.3f} mV, "
      f"field {contact_field*1e-8:.2e} MV/cm")
print("tests ok")
```

It prints:

```
INPUTS (rough typical values)
sheet conductance 1.00 mS; bulk conductivity 100 S/m
wafer 500 um; film 1.0 nm; T 300 K
hole mobility 450 cm2/Vs; mass 0.8 m_e; rel. permittivity 12
probe current 1.0 uA; contact radius 20 nm
Pb cubic cell edge 0.495 nm; valence 4
TESTS (numerical result / formula)
sheet network, s=4,8 cells: [1.0083 1.0067]
half-space, s=0.25,1,4: [0.9991 0.999  0.999 ]
coupled, s/L=0.25,1,4: [0.9999 0.9996 0.9992]
interface + slab, s=0.25,1,4: [1.     0.9999 1.    ]
small-s slope 1.4417; large-s coefficient 1.7483
slab plateau ratio at s/h=200: 1.00000
parallel sum: worst error -9.03 % at s/L=2.24
EXAMPLE
crossover length L 10.00 um; sheet plateau 220.64 ohm
R in ohm: half-space, coupled, then wafer with 0.2 and 0.7 eV barrier
slope = dlnR/dlns of coupled R; frac = sheet current share at r=s
  s/um  half-space  coupled   0.2eV    0.7eV    slope   frac
   0.3   5305.165   211.887  213.072  220.636   -0.038  0.9719
   1.0   1591.549   194.983  196.118  220.636   -0.111  0.9149
   3.0    530.516   160.468  161.272  220.635   -0.261  0.7895
  10.0    159.155    99.958  100.272  220.635   -0.544  0.5389
  30.0     53.052    46.908   46.976  220.628   -0.821  0.2772
 100.0     15.915    15.660   15.768  220.565   -0.970  0.0973
 300.0      5.305     5.295    6.058  220.140   -0.996  0.0332
1000.0      1.592     1.591    4.339  216.797   -1.000  0.0100
readings at 1 and 100 um: 196.118, 15.768 ohm
from limiting laws: g 1.1250 mS, sigma 100.94 S/m
from coupled law:   g 0.9944 mS, sigma 99.31 S/m
resistance unit hbar/e2: 4108.24 ohm
plateau 0.05371 hbar/e2; 100 um reading 0.003838 hbar/e2
NEGLECTED EFFECTS
barrier 0.2 eV: rc 6.842e-06 ohm cm2, sqrt(rc g) 0.827 um
barrier 0.7 eV: rc 1.717e+03 ohm cm2, sqrt(rc g) 13104.431 um
rc*sigma for 0.2 eV: 0.0684 um
kT 0.02585 eV; Fermi level above valence edge 0.1853 eV
holes 1.387e+16 cm-3; holes/band density 7.72e-04
Debye length 35.2 nm; depletion at 0.7 eV 222 nm
tunnelling energy E00 7.06e-04 eV
Pb film: kF 15.75 1/nm, mean free path 0.490 nm, product 7.72
contact edge: voltage 1.008 mV, field 7.96e-05 MV/cm
tests ok
```
